# Choosing the double-counting correction for a defect active space

A vacancy-type centre in a semiconductor can leave a few dangling orbitals in the gap, shared by several electrons. The ground state may be a triplet with two singlets less than about two electronvolts above it. In real orbitals these singlets are combinations of several determinants, which a single mean-field determinant cannot represent. The remedy is to keep the few defect orbitals, give them an interaction screened by the crystal, and diagonalize exactly. But the mean-field levels that supply the one-body part already contain the average repulsion among the same electrons. The double-counting setting decides what is removed, and with which interaction.

## The recommended form

Let A be the active orbitals and E the surroundings, a closed shell whose excitation energies are well above those within A. Orbitals are real. With $c^\dagger_{p\sigma}$ creating an electron of spin $\sigma$ in orbital $p$, define $E_{pq}=\sum_\sigma c^\dagger_{p\sigma}c_{q\sigma}$. The bare interaction $v_{pq,rs}$ is the repulsion between the charge distributions $\phi_p\phi_q$ and $\phi_r\phi_s$; $W$ is its counterpart screened by E alone, and $D=W-v$. The Hamiltonian is

$$H=\sum h_{pq}E_{pq}+\tfrac12\sum W_{pq,rs}(E_{pq}E_{rs}-\delta_{qr}E_{ps}).$$

For a Hartree-Fock starting point with Fock matrix $F$ and active density matrix $P$, the analysis below gives

$$h_{pq}=F_{pq}-\sum_{rs}W_{pq,rs}P_{rs}+\tfrac12\sum_{rs}v_{pr,sq}P_{rs}+\tfrac12\sum_rD_{pr,rq}.\qquad(1)$$

The Hartree part is subtracted with $W$, the exchange part with $v$, and a self-polarization term remains.

## Orbitals: select, then localize

The restricted mean field of the whole system is

$$F=h^0+J[\rho]-\tfrac12K[\rho],\quad J_{pq}=\sum v_{pq,rs}\rho_{rs},\quad K_{pq}=\sum v_{pr,sq}\rho_{rs},$$

where $h^0$ is the bare one-body part. A partly filled degenerate level is filled equally, so that $\rho$ keeps the symmetry of the defect.

Take the orbitals with the largest weight on the defect sites as columns of $C$, and let the columns of $G$ be trial orbitals on those sites. We want the rotation $R$ that makes $CR$ resemble $G$ most closely, so we maximize $\mathrm{Tr}(R^TS)$ with $S=C^TG$. Write $S=X\Sigma Y^T$ with orthogonal $X,Y$ and positive diagonal $\Sigma$. Then $\mathrm{Tr}(R^TS)=\mathrm{Tr}(\Sigma\,Y^TR^TX)\le\mathrm{Tr}\,\Sigma$, because no diagonal element of an orthogonal matrix exceeds one. Equality holds for

$$R=XY^T=S(S^TS)^{-1/2}.$$

This rotation stays inside A. If $h$ and all elements of $W$ are rotated together, the spectrum does not change. Localization matters for interpretation, and it affects the result once $W$ is cut down to a few on-site and intersite numbers.

## Surroundings held frozen

Split $\rho=\rho_A+\rho_E$. The two-body operator is $\frac12\sum v_{pq,rs}c^\dagger_{p\sigma}c^\dagger_{r\tau}c_{s\tau}c_{q\sigma}$. In a closed shell, $\langle c^\dagger_{r\tau}c_{s\tau'}\rangle=\frac12\rho_{E,rs}\delta_{\tau\tau'}$. Averaging a density pair over E can be done in two equivalent ways, which cancels the prefactor $\frac12$, and the spin sum gives $J[\rho_E]$. Averaging a crossed pair costs a minus sign and forces equal spins, which gives $-\frac12K[\rho_E]$. Active electrons therefore see

$$h^{\rm fr}=h^0+J[\rho_E]-\tfrac12K[\rho_E]=F-J[P]+\tfrac12K[P].\qquad(2)$$

The second equality uses the linearity of $J$ and $K$. With frozen surroundings, both subtractions use $v$, and so does the interaction in A.

## Surroundings that respond

The density coupling between A and E, with $pq$ in A and $rs$ in E, is rearranged around its averages:

$$E_{pq}E_{rs}=(E_{pq}-P_{pq})(E_{rs}-\rho_{rs})+P_{pq}E_{rs}+\rho_{rs}E_{pq}-P_{pq}\rho_{rs}.$$

The third term is already in $h^{\rm fr}$. The second is the field in which the mean field has already relaxed E. The first is new: only departures of the active charge from $P$ polarize E further. With $B_{pq}=\sum_{rs\in E}v_{pq,rs}(E_{rs}-\rho_{rs})$, it reads $\sum(E_{pq}-P_{pq})B_{pq}$. Exchange fluctuations and electron transfer between A and E are neglected here, which requires weak hybridization and small exchange integrals between A and E.

Let E have excited states $n$ at energies $\Omega_n$. Second-order elimination, with the energy changes within A neglected beside $\Omega_n$, gives

$$\tfrac12\sum D_{pq,rs}(E_{pq}-P_{pq})(E_{rs}-P_{rs}),\quad D_{pq,rs}=-2\sum_n\frac{\langle0|B_{pq}|n\rangle\langle n|B_{rs}|0\rangle}{\Omega_n}.\qquad(3)$$

For fixed classical charges the same expression is the relaxation energy of E, so $D$ is its second derivative with respect to those charges.

In practice $D$ comes from the random-phase approximation. A potential $\varphi$ induces the density $\delta n=\chi_0(\varphi+v\,\delta n)$, hence $\delta n=\chi\varphi$ with

$$\chi=(1-\chi_0v)^{-1}\chi_0,\qquad W=v+v\chi v.$$

Here $\chi_0$ contains transitions from filled to empty orbitals of E. Each contributes $-4\,\psi_k\psi_a(\mathbf r)\,\psi_k\psi_a(\mathbf r')/(\varepsilon_a-\varepsilon_k)$; the factor 4 is two spins times the two terms of second-order perturbation theory. Transitions within A must be left out, since the diagonalization treats them.

The neglected energy change $\omega$ within A alters $1/\Omega$ to $1/(\Omega+\omega)\approx1/\Omega-\omega/\Omega^2$. At fixed screening strength $B^2/\Omega$, this error thus falls as $\omega/\Omega$. The static response beyond second order in $B$ is also neglected; for the two-site bonds used below, that error falls as $1/\Omega$ too.

## Where each subtraction comes from

Expand (3), using $E_{pq}E_{rs}=(E_{pq}E_{rs}-\delta_{qr}E_{ps})+\delta_{qr}E_{ps}$:

- The bracket adds $D$ to $v$ in the two-body term, which makes it $W$.
- The $\delta_{qr}$ term gives $\frac12\sum_{pqs}D_{pq,qs}E_{ps}$. Renamed, this is $\frac12\sum_rD_{pr,rq}$ multiplying $E_{pq}$.
- The two cross terms are equal because $D_{pq,rs}=D_{rs,pq}$. Together they give $-\sum D_{pq,rs}P_{rs}E_{pq}$.
- The term $\frac12\sum P_{pq}D_{pq,rs}P_{rs}$ is a constant, the same for every electron number in A.

Adding the one-body terms to (2), the Hartree parts combine as $-J_v[P]-J_D[P]=-J_W[P]$, and (1) follows. No term turns the exchange subtraction from $v$ into $W$.

The last term of (1) is the energy of an electron in the polarization that it creates itself. On one site it is $\frac12D_{ii,ii}$, with the factor $\frac12$ of any induced polarization energy.

A simpler setting, the all-$W$ subtraction, uses $F-J_W[P]+\frac12K_W[P]$. Its one-body matrix differs from (1) by $\frac12K_D[P]-\frac12\sum_rD_{pr,rq}$. For well-localized orbitals, where only $D_{ii,jj}$ matters, the difference is

$$\Delta h_{ii}=\tfrac12D_{ii,ii}(P_{ii}-1),\qquad\Delta h_{ij}=\tfrac12D_{ii,jj}P_{ij}\quad(i\ne j).\qquad(4)$$

The diagonal part vanishes for one electron per orbital and grows away from half filling.

## What sets the multiplet gaps

Consider three equivalent orbitals with four electrons and hopping amplitude $-t$, $t>0$. Any further defect orbital is filled and inert. Keep an on-site interaction $U$ and an intersite interaction $V$, and let $u=U-V$.

Two holes are easier to count than four electrons. With $d_i=c_i^\dagger$, we have $-t\,c_i^\dagger c_j=-t\,d_id_j^\dagger=+t\,d_j^\dagger d_i$ for $i\ne j$, so holes hop with $+t$. Replacing electron numbers by two minus hole numbers leaves the quadratic interaction unchanged; the linear terms are equal on all sites and give a constant. One hole has energy $2t$ in the symmetric orbital $a_1$ and $-t$ in each of the two $e$ orbitals.

Triplet holes never share a site, so their interaction is $V$. The lowest triplet has one hole in each $e$ orbital. This antisymmetric product is $^3A_2$, with energy $V-2t$.

For singlets, let $D_i$ have both holes on site $i$, and let $B_k$ be the normalized singlet pair on the two sites other than $k$. Either hole of $D_i$ can hop to a site $j$, and the two results add to $\sqrt2\,t$ times the normalized pair on $i,j$. Moving one hole of a pair to the vacant site links different $B_k$ with amplitude $t$. Both hopping patterns are the matrix with zeros on the diagonal and ones elsewhere, whose eigenvalue is $2$ for the symmetric combination and $-1$ for the $E$ pair. In the order $D,B$, and measured from $V-2t$,

$$^1A_1:\begin{pmatrix}u+2t&2\sqrt2t\\2\sqrt2t&4t\end{pmatrix},\qquad{}^1E:\begin{pmatrix}u+2t&-\sqrt2t\\-\sqrt2t&t\end{pmatrix}.$$

The lower roots are

$$\Delta({}^1E)=\tfrac12\left[u+3t-\sqrt{(u+t)^2+8t^2}\right],$$
$$\Delta({}^1A_1)=\tfrac12\left[u+6t-\sqrt{(u-2t)^2+32t^2}\right].\qquad(5)$$

For $u\ll t$ the square roots are $3t+u/3$ and $6t-u/3$, so the gaps are $u/3$ and $2u/3$. Screening then enters in direct proportion. For $u\gg t$ the gaps tend to $t$ and $4t$: doubly occupied hole sites are excluded, and hopping sets the scale. Screening lowers the gaps through the difference $U-V$; an equal reduction of $U$ and $V$ leaves them unchanged.

## A case that can be solved completely

The example is a model centre of threefold symmetry with round parameters, not a named material. It has three basal orbitals, one apex orbital and six active electrons. Next to each basal orbital lies a polarizable bond of two sites, near and far, holding two electrons. The whole problem, 12 electrons in 10 orbitals, can be diagonalized and serves as the reference for this model.

All energies are in eV. The on-site repulsion is 6 (basal) and 7 (apex), and 3 between defect sites. Hopping amplitudes are $-1$ between basal sites, $-0.5$ from basal to apex, $-0.3$ from basal to its near bond site, and $-6$ within a bond, which gives a bond gap of 12. Site energies are $-4.5$ (basal), $-10.5$ (apex) and $-1$ (bond). Core charges are 1 per site and 2 at the apex; each site energy is lowered by the attraction of the cores on the other sites, with the same intersite interactions.

A defect charge interacts with the near and far sites of a bond as $2\pm f/2$, where $f=3$ for a basal orbital and its own bond, 0.5 for the other bonds and 0.8 for the apex. Sites of different bonds interact as $2+0.25$ for like positions and $2-0.25$ for unlike ones. There is no interaction within a bond. The couplings are chosen to make screening visible.

**Screening.** A bond transition has matrix element $f/2$. Two electrons in (3) give $D=-2\cdot2(f/2)^2/12=-f^2/12$ per isolated bond. For a basal orbital the sum is $-(9+0.25+0.25)/12=-0.79$. The full calculation, which also includes the coupling between bonds, their polarization in the mean field and the orbital tails, gives $5.20-5.92=-0.72$. The difference $u$ drops from $5.92-2.98=2.94$ to $5.20-2.80=2.40$.

**One-body terms.** In the order of (1), the basal diagonal element is

$$1.107-19.947+3.948-0.361=-15.253.$$

The Hartree entry is close to $\frac43(5.20)+2\cdot\frac43(2.80)+2(2.77)=19.94$, from occupations $\frac43$ on basal sites and 2 on the apex. The basal hopping changes from $-1.49$ in $F$ to $-0.99$ in $h$, almost entirely because the exchange subtraction returns $\frac12(2.98)(0.333)=0.50$.

**Results.** Gaps are measured from $^3A_2$. Removal is $E(N-1)-E(N)$ and addition $E(N+1)-E(N)$, relative to the model's zero of energy, so their signs alone carry no physical meaning.

| Setting | $^1E$ | $^1A_1$ | removal | addition |
|---|---|---|---|---|
| whole system | 0.459 | 1.338 | −0.886 | 4.879 |
| equation (1) | 0.465 | 1.353 | −0.879 | 4.894 |
| frozen, $v$ | 0.514 | 1.582 | −0.709 | 5.075 |
| all-$W$ | 0.472 | 1.362 | −0.777 | 4.804 |
| none, $W$ | 0.542 | 1.445 | −17.618 | 21.755 |

Equation (1) stays within about 0.015 eV of the whole system in all four columns. Frozen surroundings miss $^1A_1$ by 0.24 eV. Formula (5) accounts for most of this: with $t=0.99$, lowering $u$ from 2.94 to 2.40 reduces the $^1A_1$ gap from 1.60 to 1.36 and the $^1E$ gap from 0.54 to 0.49.

The all-$W$ setting does nearly as well for the gaps but shifts the charge-addition energies. By (4), its basal diagonal moves by $\frac12(-0.72)(\frac43-1)=-0.12$ and its basal hopping by $\frac12(-0.18)(0.333)=-0.03$. An $e$ orbital has energy $h_{ii}-h_{ij}$, so it moves by $-0.12+0.03=-0.09$. The addition energy indeed drops by 0.09 from the value of equation (1), and the removal energy rises by 0.10. The two shifts nearly cancel in the sum of removal and addition, which therefore hides the fault.

Without any subtraction, the charge-addition energies are wrong by about 17 eV, yet the singlet gaps look reasonable. The uncorrected hopping is 1.49, and (5) with $u=2.40$ and that hopping gives 0.57 and 1.45, close to the table although the apex is ignored. The missing subtraction raises the basal diagonal element by 16.4 eV and that of the apex by 17.9 eV. The common part of this shift cancels at fixed electron number. The larger hopping raises both gaps by about 0.1 eV, and at that hopping the remaining apex shift of 1.5 eV relative to the basal sites hardly matters. At the corrected hopping the same apex shift would lower the $^1A_1$ gap by about 0.2 eV, so the reasonable values are partly accidental. Plausible gaps are therefore no evidence that double counting was handled correctly.

**Speed of the surroundings.** With hybridization and bond-bond dipole coupling switched off, the bond gap was raised from 24 to 96 eV at fixed lowest-order screening. The errors of the two gaps and the removal energy, measured against the whole system and combined as the root of the sum of their squares, fell from 0.0060 to 0.0015 eV. The ratio 0.245 is close to the expected $\frac14$. This holds for the combined error; the removal error alone fell only from 0.0020 to 0.0008 eV and approaches the $1/\Omega$ law at larger gaps. Without hybridization, $D$ also agrees with the curvature of the environment energy relaxed at the Hartree level, which is the level of the random-phase approximation.

## Choosing the setting

- **Hartree-Fock start, screened interaction:** use (1). The all-$W$ form omits the self-polarization term and changes the exchange subtraction. Estimate the resulting error from (4) before using it, above all for charge-transition energies. Equation (1) is only as good as $D$. The model bonds have no internal interaction, so their Hartree-Fock gap equals their excitation energy. When E interacts internally, the random-phase approximation on Hartree-Fock levels lacks the exchange response of E and screens too weakly. With an on-site repulsion of 6 and an intersite repulsion of 3 inside each bond (bond site energies lowered by 3), the errors of (1) grow to about 0.06 eV, and all-$W$ comes closer for the addition energy, though not for the other three columns.
- **Bare interaction:** subtract Hartree and exchange with $v$, as in (2). Subtracting the Hartree part with $W$ while keeping $v$ in the active space, or the reverse, agrees with neither (1) nor (2). In the model above, either mixture would hardly change the singlet gaps but would shift the charge-addition energies by more than 1 eV.
- **Density-functional start:** an exchange-correlation potential is generally not linear in the density, so no split like (2) isolates the active part. One option is to build $h^0+J[\rho]-\frac12K[\rho]$ from the density-functional density matrix and use that as $F$. Equation (2) still holds if $\rho_E$ is a closed shell. However, $F$ then generally couples A to E, and E is not relaxed in the field assumed in (3); both effects are neglected.
- **Transitions between A and E:** a screening calculation can include them, but the elimination leading to (3) does not. Here they would lower the basal on-site $W$ from 5.20 to 5.15. If the change is large, enlarge A.
- **Low-lying surroundings:** if an excitation of E approaches the multiplet energies, a static $W$ is no longer justified, least of all for levels close to that excitation. The orbitals responsible belong in A.

Check the result by spin, degeneracy and reflection parity as well as by energy. Here the ground triplet is odd under a reflection that exchanges two basal sites, and the second singlet is even, as $^3A_2$ and $^1A_1$ require. The model leaves out interaction within the bonds, long-range dielectric screening, lattice relaxation, spin-orbit coupling and the band continuum, so its errors of about 0.01 eV measure the reduction to an active space, not the accuracy for a real defect.

## Table of computed values

```
basal, apex on-site U: 6.0, 7.0 eV; intersite V: 3.0 eV
hopping basal, apex, to bond: 1.0, 0.5, 0.3 eV
site energies basal, apex, bond: -4.5, -10.5, -1.0 eV
bond gap: 12.0 eV; mean defect-bond interaction: 2.0 eV
near-far difference own, other, apex: 3.0, 0.5, 0.8 eV
bond-bond dipole coupling: 1.0 eV
mean-field levels (eV): [-5.056 -5.044 -5.044 -2.343 -0.273  2.6    2.6    7.033  7.042  7.042]
active level numbers (from 1): [4, 5, 6, 7]
defect weights of active levels: [0.9924 0.9989 0.9934 0.9934]
localized basal orbital, weight on own site: 0.9928
active occupation basal, apex: 1.3333, 2.0000
active density matrix basal-basal: 0.3333
bare v: basal 5.9237, basal-basal 2.9837, apex 6.9971, basal-apex 2.9903 eV
screened W: basal 5.2018, basal-basal 2.8019, apex 6.8642, basal-apex 2.7710 eV
W with mixed transitions: basal 5.1536, basal-basal 2.7864, apex 6.8569, basal-apex 2.7574 eV
one-body terms (eV): basal diagonal, apex diagonal, basal-basal
  Fock F: 1.1072, -0.7371, -1.4932
  minus Hartree with W: -19.9469, -24.8110, 0.0063
  plus half exchange with v: 3.9477, 6.9971, 0.4943
  self-polarization: -0.3609, -0.0665, 0.0003
  sum h: -15.2529, -18.6175, -0.9923
reflection parity of 3A2, 1A1: -1.000, 1.000
columns (eV): first singlet - triplet, second singlet - triplet, removal, addition
  whole system: [ 0.4588  1.3383 -0.8862  4.8788]
  derived subtraction: [ 0.4651  1.353  -0.8791  4.8937]
  frozen surroundings: [ 0.5144  1.582  -0.7094  5.075 ]
  all-W HF subtraction: [ 0.472   1.3615 -0.777   4.8037]
  no subtraction: [  0.5422   1.4452 -17.6179  21.7547]
error of derived subtraction (eV): [0.0063 0.0147 0.0072 0.015 ]
error of frozen surroundings (eV): [0.0556 0.2437 0.1768 0.1962]
decoupled apex: u = 2.4402 eV, t = 1.0000 eV
  closed formulas 1E, 1A1 (eV): [0.49327 1.3831 ]
  diagonalization 1E, 1A1 (eV): [0.49327 1.3831 ]
largest screening-curvature mismatch: 9.7e-06 eV
largest operator mismatch: 8.3e-13 eV
bond gap 24 eV: errors 1E, 1A1, removal (eV): [ 0.00269  0.00493 -0.00197] norm 0.00595
bond gap 96 eV: errors 1E, 1A1, removal (eV): [ 0.00068  0.00104 -0.00076] norm 0.00146
ratio of error norms: 0.245
```
